# Harris Error of a Heteronuclear Two-Site SCC-DFTB Model: a numerical check

```python
"""
Second-order SCC-DFTB energy and Harris error of a heteronuclear two-site model.

Result under test: for two electrons in two overlapping orbitals,
  E(x)   = 2 eav - 2 t sqrt(1 - sig^2 x^2) + D x + G x^2 / 2
  F(x)   = -W / (sig sqrt(W^2 + 4 t^2 sig^2)),   W = D + G x
  E_H(x) = 2 eav - sqrt(4 t^2 + W^2/sig^2) - G x^2 / 2
and E_H(x) <= E(x*) <= E(F(x)), where x* = F(x*).
Symbols: x = excess Mulliken electrons on site A; s = overlap;
sig = sqrt(1-s^2); D = eA-eB; G = UA+UB-2 gammaAB;
t = (s*mean(e)-h)/sig^2; eav = (mean(e)-s*h)/sig^2.
Atomic units; the repulsive pair energy is omitted (it cancels in errors).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gamma_offsite(UA, UB, R):
    """Closed Coulomb integral of two exponential densities, tau = 16 U / 5."""
    a, b = 3.2 * UA, 3.2 * UB

    def part(a, b):
        d = b * b - a * a
        return np.exp(-a * R) * (a * b**4 / (2 * d**2)
                                 + b**4 * (b * b - 3 * a * a) / (d**3 * R))
    return 1 / R - part(a, b) - part(b, a)


def gamma_fourier(UA, UB, R):
    """The same integral from its definition in reciprocal space."""
    a, b = 3.2 * UA, 3.2 * UB

    def integrand(k):
        return (np.sinc(k * R / np.pi) * (a * b)**4
                / ((k * k + a * a)**2 * (k * k + b * b)**2))
    return 2 / np.pi * quad(integrand, 0, 60, limit=500,
                            epsabs=1e-12, epsrel=1e-11)[0]


class TwoSite:
    def __init__(self, eA, eB, h, s, UA, UB, R, scale=1.0):
        self.H0 = np.array([[eA, h], [h, eB]])
        self.S = np.array([[1.0, s], [s, 1.0]])
        g = gamma_offsite(UA, UB, R)
        self.gam = scale * np.array([[UA, g], [g, UB]])
        mean = (eA + eB) / 2
        self.sig = np.sqrt(1 - s * s)
        self.t = (s * mean - h) / self.sig**2
        self.eav = (mean - s * h) / self.sig**2
        self.D = eA - eB
        self.G = self.gam[0, 0] + self.gam[1, 1] - 2 * self.gam[0, 1]

    # matrix road: generalized diagonalization and Mulliken analysis
    def diagonalize(self, x):
        dq = np.array([x, -x])
        V = self.gam @ dq
        H = self.H0 + 0.5 * self.S * (V[:, None] + V[None, :])
        eps, C = eigh(H, self.S)
        P = 2 * np.outer(C[:, 0], C[:, 0])
        dq_out = np.diag(P @ self.S) - 1
        harris = 2 * eps[0] - V.sum() - 0.5 * dq @ self.gam @ dq
        energy_out = np.sum(P * self.H0) + 0.5 * dq_out @ self.gam @ dq_out
        return dq_out[0], harris, energy_out

    # variational road: minimise the energy over all normalised orbitals
    def orbital_energy(self, phi):
        c = np.array([np.cos(phi), np.sin(phi)])
        Sc = self.S @ c
        norm = np.sum(c * Sc, axis=0)
        dq = 2 * c * Sc / norm - 1
        band = 2 * np.sum(c * (self.H0 @ c), axis=0) / norm
        return band + 0.5 * np.sum(dq * (self.gam @ dq), axis=0)

    def minimum(self):
        grid = np.linspace(-np.pi / 4, 3 * np.pi / 4, 801)
        best = grid[np.argmin(self.orbital_energy(grid))]
        step = grid[1] - grid[0]
        return minimize_scalar(self.orbital_energy, method="bounded",
                               bounds=(best - step, best + step),
                               options={"xatol": 1e-10}).fun

    # closed formulas
    def F(self, x):
        W = self.D + self.G * x
        return -W / (self.sig * np.sqrt(W**2 + 4 * self.t**2 * self.sig**2))

    def chi(self, x):
        W = self.D + self.G * x
        return (4 * self.t**2 * self.sig
                / (W**2 + 4 * self.t**2 * self.sig**2)**1.5)

    def E(self, x):
        return (2 * self.eav - 2 * self.t * np.sqrt(1 - (self.sig * x)**2)
                + self.D * x + 0.5 * self.G * x**2)

    def EH(self, x):
        W = self.D + self.G * x
        return (2 * self.eav - np.sqrt(4 * self.t**2 + (W / self.sig)**2)
                - 0.5 * self.G * x**2)

    def fixed_point(self):
        edge = 1 / self.sig
        return brentq(lambda x: self.F(x) - x, -edge, edge,
                      xtol=1e-14, rtol=1e-14)


# Test: second-order expansion of a density functional has a cubic remainder.
# One-dimensional grid, soft Coulomb repulsion, exchange density -cx n^(4/3).
# The kinetic energy is common to both sides and is left out.
r = np.linspace(-8, 8, 321)
dr = r[1] - r[0]
K = 1 / np.sqrt((r[:, None] - r[None, :])**2 + 1)
vext = -2 / np.sqrt(r**2 + 1)
cx = 0.75 * (3 / np.pi)**(1 / 3)
n0 = np.exp(-(r + 1)**2) + np.exp(-0.7 * (r - 1)**2)
n0 *= 2 / (n0.sum() * dr)
bump = np.exp(-4 * (r + 2)**2)
shape = n0 * (bump - np.sum(n0 * bump) / np.sum(n0))


def functional(n):
    return (np.sum(vext * n) * dr + 0.5 * n @ K @ n * dr**2
            - cx * np.sum(n**(4 / 3)) * dr)


def second_order(n):
    d = n - n0
    vxc = -4 / 3 * cx * n0**(1 / 3)
    band = np.sum((vext + K @ n0 * dr + vxc) * n) * dr
    reference = (-0.5 * n0 @ K @ n0 * dr**2
                 - cx * np.sum(n0**(4 / 3)) * dr - np.sum(vxc * n0) * dr)
    fxc = -4 / 9 * cx * n0**(-2 / 3)
    return (band + reference + 0.5 * d @ K @ d * dr**2
            + 0.5 * np.sum(fxc * d * d) * dr)


remainder = [functional(n0 + lam * shape) - second_order(n0 + lam * shape)
             for lam in (0.04, 0.02)]
expansion_ratio = remainder[0] / remainder[1]
assert abs(expansion_ratio - 8) < 0.4

# Worked example: round model parameters
eA, eB, h, s = -0.40, -0.25, -0.20, 0.30
UA, UB, R = 0.45, 0.35, 2.5
m = TwoSite(eA, eB, h, s, UA, UB, R)

# Test: gamma matrix against reciprocal-space quadrature
assert abs(gamma_fourier(UA, UB, R) - m.gam[0, 1]) < 1e-9
assert abs(gamma_fourier(UA, UA, 0.0) - UA) < 1e-9
assert abs(gamma_fourier(UB, UB, 0.0) - UB) < 1e-9

# Test: closed formulas, positivity and energy bounds for random models
rng = np.random.default_rng(7)
trials = 200
for _ in range(trials):
    a, b = rng.uniform(-0.6, -0.1, 2)
    ov = rng.uniform(0, 0.5)
    hop = ov * (a + b) / 2 - rng.uniform(0.03, 0.3)
    u = rng.uniform(0.3, 0.5)
    p = TwoSite(a, b, hop, ov, u, u * rng.uniform(1.15, 1.6),
                rng.uniform(1.5, 6.0))
    xin = rng.uniform(-1, 1)
    xout, eh, eout = p.diagonalize(xin)
    emin = p.minimum()
    assert p.G > 0
    assert abs(xout - p.F(xin)) < 1e-10
    assert abs(eh - p.EH(xin)) < 1e-10
    assert abs(eout - p.E(xout)) < 1e-10
    assert abs(eh - (eout - 0.5 * p.G * (xout - xin)**2)) < 1e-10
    assert abs(emin - p.E(p.fixed_point())) < 1e-10
    assert eh <= emin + 1e-10 and emin <= eout + 1e-10

# Self-consistent solution and zeroth iteration of the example
xs = m.fixed_point()
Es = m.minimum()
x0, EH0, Eout0 = m.diagonalize(0.0)
error0 = EH0 - Es
chi0, chis = m.chi(0.0), m.chi(xs)
assert abs(m.diagonalize(xs)[0] - xs) < 1e-10
assert abs(m.E(xs) - Es) < 1e-10
assert error0 < 0

# Test: slope of the map, gradient and curvatures by finite differences
d = 1e-3
plus, mid, minus = [m.diagonalize(xs + k * d) for k in (1, 0, -1)]
slope = (plus[0] - minus[0]) / (2 * d)
curv_H = (plus[1] - 2 * mid[1] + minus[1]) / d**2
curv_out = (plus[2] - 2 * mid[2] + minus[2]) / d**2
assert abs(slope + m.G * chis) < 1e-5
assert abs(curv_H + m.G * (1 + m.G * chis)) < 1e-5
assert abs(curv_out - m.G**2 * chis * (1 + m.G * chis)) < 1e-5
grad0 = (m.diagonalize(d)[1] - m.diagonalize(-d)[1]) / (2 * d)
assert abs(grad0 - m.G * x0) < 1e-5

# Test: the relaxed estimate leaves a remainder of third order in gamma
left = []
for scale in (0.04, 0.02):
    w = TwoSite(eA, eB, h, s, UA, UB, R, scale)
    y0, eh, _ = w.diagonalize(0.0)
    left.append(eh - w.minimum()
                + 0.5 * w.G * y0**2 / (1 + w.G * w.chi(0.0)))
estimate_ratio = left[0] / left[1]
assert abs(estimate_ratio - 8) < 0.6

bare = -0.5 * m.G * x0**2
relaxed = bare / (1 + m.G * chi0)
local = -0.5 * m.G * (1 + m.G * chis) * xs**2


def show(label, value, unit="hartree", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("e_A", eA, digits=2)
show("e_B", eB, digits=2)
show("h", h, digits=2)
show("overlap s", s, "", 2)
show("U_A", UA, digits=2)
show("U_B", UB, digits=2)
show("distance", R, "bohr", 1)
show("tau_A", 3.2 * UA, "1/bohr", 3)
show("tau_B", 3.2 * UB, "1/bohr", 3)
show("gamma_AB", m.gam[0, 1])
show("Gamma", m.G)
show("D", m.D, digits=2)
show("sigma", m.sig, "")
show("t", m.t)
show("mean level eav", m.eav)
show("x0 = F(0)", x0, "electrons")
show("self-consistent x*", xs, "electrons")
show("q_A at x*", 1 + xs, "electrons")
show("q_B at x*", 1 - xs, "electrons")
show("chi at x=0", chi0, "1/hartree")
show("chi at x*", chis, "1/hartree")
show("Gamma*chi at x=0", m.G * chi0, "")
show("map slope F'(x*)", -m.G * chis, "")
show("Harris energy E_H(0)", EH0)
show("self-consistent energy E(x*)", Es)
show("output energy E(x0)", Eout0)
show("Harris error E_H(0)-E(x*)", error0)
show("Harris error", error0 * HARTREE_EV, "eV", 4)
show("output error E(x0)-E(x*)", Eout0 - Es)
show("output error", (Eout0 - Es) * HARTREE_EV, "eV", 4)
show("bare estimate", bare)
show("relaxed estimate", relaxed)
show("quadratic estimate about x*", local)
show("expansion remainder ratio on halving", expansion_ratio, "", 3)
show("estimate remainder ratio on halving", estimate_ratio, "", 3)
print(f"random models tested: {trials}")
print("Unmixed iteration: n, x_in, x_out (electrons),"
      " Harris error, output error (hartree)")
x = 0.0
for n in range(6):
    xout, eh, eout = m.diagonalize(x)
    print(f"{n} {x:.6f} {xout:.6f} {eh - Es:.3e} {eout - Es:.3e}")
    x = xout
print("ALL CHECKS PASSED")
```

Output:

```
e_A: -0.40 hartree
e_B: -0.25 hartree
h: -0.20 hartree
overlap s: 0.30
U_A: 0.45 hartree
U_B: 0.35 hartree
distance: 2.5 bohr
tau_A: 1.440 1/bohr
tau_B: 1.120 1/bohr
gamma_AB: 0.301761 hartree
Gamma: 0.196479 hartree
D: -0.15 hartree
sigma: 0.953939
t: 0.112637 hartree
mean level eav: -0.291209 hartree
x0 = F(0): 0.600000 electrons
self-consistent x*: 0.361551 electrons
q_A at x*: 1.361551 electrons
q_B at x*: 0.638449 electrons
chi at x=0: 2.689600 1/hartree
chi at x*: 4.034074 1/hartree
Gamma*chi at x=0: 0.528449
map slope F'(x*): -0.792609
Harris energy E_H(0): -0.857143 hartree
self-consistent energy E(x*): -0.835260 hartree
output energy E(x0): -0.821777 hartree
Harris error E_H(0)-E(x*): -0.021882 hartree
Harris error: -0.5955 eV
output error E(x0)-E(x*): 0.013484 hartree
output error: 0.3669 eV
bare estimate: -0.035366 hartree
relaxed estimate: -0.023139 hartree
quadratic estimate about x*: -0.023020 hartree
expansion remainder ratio on halving: 7.948
estimate remainder ratio on halving: 7.770
random models tested: 200
Unmixed iteration: n, x_in, x_out (electrons), Harris error, output error (hartree)
0 0.000000 0.600000 -2.188e-02 1.348e-02
1 0.600000 0.154928 -1.030e-02 9.161e-03
2 0.154928 0.509652 -7.308e-03 5.054e-03
3 0.509652 0.236945 -3.934e-03 3.372e-03
4 0.236945 0.454676 -2.689e-03 1.969e-03
5 0.454676 0.284800 -1.545e-03 1.290e-03
ALL CHECKS PASSED
```
